# Depletion width that compensates ferroelectric polarization charge in a doped semiconductor

**Problem**

A flat ferroelectric film with a metal electrode on one face lies on an n-type semiconductor. Its polarization has magnitude \(P=0.26\ \mathrm{C/m^2}\) and points away from the semiconductor, towards the metal. The semiconductor contains \(N=1.0\times10^{26}\) ionized donors per cubic metre, each with charge \(+e\), where \(e=1.602\times10^{-19}\ \mathrm{C}\). The interface carries no other charge unless stated.

(a) Find the depletion width \(w\) needed to compensate the polarization charge when the field inside the ferroelectric is zero.

(b) Find the potential drop across this layer. Take the semiconductor to be strontium titanate, with the dielectric law \(E=D/\varepsilon+bD^3\), \(\varepsilon=300\,\varepsilon_0\) and \(b=7\times10^{9}\ \mathrm{V\,m^5/C^3}\). Decide whether depletion alone can supply the charge if the gap is 3.2 eV. Repeat the question for silicon, with relative permittivity 11.7, a linear dielectric law and a gap of 1.12 eV.

(c) The edge of a real depletion layer is not sharp. Find what the width in (a) then means, and how mobile electrons at 300 K change the potential drop. Use a density-of-states mass of 5 electron masses.

(d) The film is 100 nm thick, with relative permittivity 100 for small changes about its polarized state. Find the depletion width when the metal and the semiconductor are short-circuited and there is no built-in voltage.

**Solution**

**(a) The width**

Let \(x\) be the depth into the semiconductor, with the interface at \(x=0\). The film occupies \(-d<x<0\). Its polarization points towards negative \(x\), so its component along \(x\) is \(-P\).

The bound charge per area on a ferroelectric face is the component of polarization along the outward normal. At the interface this normal points towards positive \(x\), which gives

\[
\sigma_{\rm b}=-P .
\]

The semiconductor must supply positive charge. Electrons near the interface are repelled into the bulk, and the donors they leave behind provide it. If the polarization were reversed, the bound charge would be positive and electrons would gather at the interface instead. Compensation would then need no depletion layer.

Assume for now that all mobile electrons have left the region \(0<x<w\), and that the material beyond it is neutral. The charge density in the layer is \(eN\), so its charge per area is \(eNw\). Draw a Gauss box with one face just inside the ferroelectric and the other in the neutral bulk. The field vanishes at both faces, so the total charge enclosed is zero. The dielectric response of the semiconductor does not alter this balance: its polarization vanishes in the field-free bulk, so its bound charges, including those on its surface, add up to zero. Hence

\[
eNw-P=0,
\qquad
\boxed{w=\frac{P}{eN}} .
\]

The numbers give

\[
w=\frac{0.26\ \mathrm{C/m^2}}
{(1.602\times10^{-19}\ \mathrm{C})(1.0\times10^{26}\ \mathrm{m^{-3}})}
=\frac{0.26}{1.602\times10^{7}}\ \mathrm{m}
=1.62\times10^{-8}\ \mathrm{m}=16.2\ \mathrm{nm}.
\]

The layer uncovers \(P/e=1.62\times10^{18}\) donors per square metre. This areal number is fixed by the polarization; the doping decides how deep one must go to collect it. Doubling \(N\) at fixed \(P\) halves \(w\).

The permittivity is absent from the result because the charge to be supplied was prescribed. If the potential drop had been prescribed instead, the permittivity would have entered.

**(b) The potential drop and the limit set by the gap**

Let \(D(x)\) and \(E(x)\) be the magnitudes of the displacement and the field. Both vectors point from the donors towards the negatively charged interface. At depth \(x\), the displacement is set by the donor charge lying deeper than \(x\):

\[
D(x)=eN(w-x).
\]

It equals \(eNw=P\) at the interface and zero at \(x=w\). The potential is lower at the interface than in the bulk by

\[
V=\int_0^w E\,dx .
\]

An electron has energy \(-e\) times the potential, so its energy is raised at the interface by \(eV\). This barrier keeps the layer empty.

To evaluate the integral, change the variable from \(x\) to \(D\). Since \(dD=-eN\,dx\), and \(D\) runs from \(P\) to zero,

\[
V=-\frac1{eN}\int_P^0
\left(\frac D\varepsilon+bD^3\right)dD
=\frac1{eN}\int_0^P
\left(\frac D\varepsilon+bD^3\right)dD .
\]

The two powers integrate to

\[
V=\frac1{eN}\left(\frac{P^2}{2\varepsilon}
+\frac{bP^4}{4}\right)
=w\left(\frac{P}{2\varepsilon}+\frac{bP^3}{4}\right).
\]

The last form uses \(w=P/(eN)\). The linear part of the field falls in proportion to \(w-x\), so its average is half its peak value. The cubic part falls as \((w-x)^3\), so its average is one quarter of its peak value.

For strontium titanate the linear part of the peak field is \(P/\varepsilon=0.979\ \mathrm{MV/cm}\). With the cubic term the peak field is 2.209 MV/cm, so the cubic part is 1.230 MV/cm. With \(1\ \mathrm{MV/cm}=10^8\ \mathrm{V/m}\),

\[
\begin{aligned}
V&=(1.623\times10^{-8}\ \mathrm{m})
\left(\frac{0.979}{2}+\frac{1.230}{4}\right)
10^8\ \mathrm{V/m}\\
&=0.794\ \mathrm V+0.499\ \mathrm V
=1.29\ \mathrm V .
\end{aligned}
\]

The cubic term describes dielectric saturation: the lattice becomes harder to polarize as its polarization grows. Here it raises the potential drop by more than half, but leaves the width unchanged. Strictly, such a law relates the field to the lattice polarization, which differs from \(D\) by \(\varepsilon_0E\). At the interface this difference is 0.75% of \(P\), and it has been neglected. Keeping it lowers \(V\) from 1.29 V to 1.28 V and the peak field from 2.21 to 2.18 MV/cm, so the third digit of the voltages below holds only within the stated law. Unlike the width, the voltage depends on the assumed form of the law and on the rough value of \(b\).

The energy \(eV=1.29\ \mathrm{eV}\) lies well below the gap of 3.2 eV. This matters for two reasons. First, the valence band edge at the interface stays below the conduction band edge in the bulk, so electrons cannot tunnel between the bands at constant energy within the layer. Secondly, a carrier that crosses the layer gains at most about 1.3 eV from the field, less than the gap energy needed to create an electron–hole pair. These arguments do not exclude leakage through the film, or leakage and breakdown through defects in the semiconductor, which are a practical concern at a peak field of 2.2 MV/cm.

The gap also sets a lower limit on doping. At fixed \(P\), both \(w\) and \(V\) vary as \(1/N\). In this sharp-edge model \(eV\) reaches 3.2 eV at

\[
N_{\min}=1.0\times10^{26}\,\frac{1.293}{3.2}\ \mathrm{m^{-3}}
=4.0\times10^{25}\ \mathrm{m^{-3}},
\]

where the width would be \(16.2\times3.2/1.293=40\ \mathrm{nm}\). Below this doping, one cannot continue to use \(P/(eN)\) as an equilibrium depletion width: the required bending exceeds the gap, and holes or interband tunnelling must be considered. The onset is gradual: at 300 K, with equal electron and hole masses, holes supply about 1% of the charge at \(N_{\min}\) and about 6% at \(3.5\times10^{25}\ \mathrm{m^{-3}}\).

Silicon with the same doping is already beyond its limit. With \(b=0\) and \(\varepsilon_{\rm Si}=11.7\,\varepsilon_0\), full compensation by donors would require

\[
V_{\rm Si}=\frac{P^2}{2\varepsilon_{\rm Si}eN}
=20.4\ \mathrm V .
\]

This is about eighteen times the potential corresponding to the gap. For a layer of width \(w'\), the displacement at the interface is \(eNw'\), and the potential drop is \(eNw'^2/(2\varepsilon_{\rm Si})\). Setting this equal to \(V_{\rm g}=1.12\ \mathrm V\) gives

\[
w_{\rm g}=\sqrt{\frac{2\varepsilon_{\rm Si}V_{\rm g}}{eN}}
=3.8\ \mathrm{nm},
\qquad
eNw_{\rm g}=0.061\ \mathrm{C/m^2}.
\]

The donors in that layer supply \(0.061/0.26\), or 23%, of the required charge. In equilibrium, holes at the interface would have to supply most of the remainder if the film field is to vanish. Such a hole sheet is strongly degenerate, so the bending does not stop at the gap: a semiclassical estimate with parabolic bands gives about 2 to 2.6 V and a donor share nearer 30%. The field in the silicon at the interface would then be \(P/\varepsilon_{\rm Si}=25\ \mathrm{MV/cm}\), far above the fields at which silicon junctions break down. The linear model is outside its range there, so this is a count of the charge required and not a description of a working device. The formula in (a) still counts the donors that would be needed, but silicon does not provide them by equilibrium depletion alone.

**(c) A soft edge**

Let \(n(x)\) be the density of mobile electrons. The charge density is now \(e(N-n)\). Because \(D\) is the magnitude of a vector pointing towards the interface, it falls with depth:

\[
\frac{dD}{dx}=-e(N-n).
\]

Integrate from the interface, where \(D=P\), to the neutral bulk, where \(D=0\):

\[
-P=-e\int_0^\infty(N-n)\,dx,
\qquad
\int_0^\infty\left(1-\frac nN\right)dx=\frac{P}{eN}=w .
\]

The value 16.2 nm is therefore an equivalent width. It is the thickness of a fully depleted layer with the same net charge as the smooth profile.

For the potential, let \(v(x)\) be the amount by which the potential at depth \(x\) lies below its bulk value. Then \(dv/dx=-E\). Multiplying the equation for \(D\) by \(E\,dx=-dv\) gives

\[
E\,dD=e(N-n)\,dv .
\]

Integrate from the bulk, where \(D=v=0\), to the interface, where \(D=P\) and \(v=V'\):

\[
\int_0^P E\,dD=eNV'-e\int_0^{V'}n\,dv .
\]

By part (b), the left side is \(eNV\). Dividing by \(eN\) gives

\[
V'=V+\frac1N\int_0^{V'}n\,dv .
\]

The electrons obey Fermi–Dirac statistics. Define

\[
F_j(\eta)=\frac1{\Gamma(j+1)}
\int_0^\infty\frac{u^j\,du}{1+e^{u-\eta}},
\]

where \(\eta\) is the bulk Fermi level measured from the conduction band edge, divided by \(k_{\rm B}T\). For a parabolic band the bulk density fixes \(\eta\):

\[
N=2\left(\frac{2\pi mk_{\rm B}T}{h^2}\right)^{3/2}
F_{1/2}(\eta).
\]

Here \(m\) is the density-of-states mass. Solving this equation numerically puts the Fermi level 0.023 eV below the band edge. This is less than \(k_{\rm B}T=0.026\ \mathrm{eV}\), so the gas is at the edge of degeneracy and Fermi–Dirac statistics are retained. The effect is still small here: Boltzmann statistics would change \(V'\) by less than 0.002 V.

Raising the band edge by \(ev\) gives

\[
n(v)=N\,\frac{F_{1/2}(\eta-ev/k_{\rm B}T)}{F_{1/2}(\eta)} .
\]

We need the integral of \(F_{1/2}\). Differentiating the Fermi factor with respect to \(\eta\) is the same as differentiating it with respect to \(-u\). Integration by parts then turns \(u^{3/2}\) into \(\tfrac32u^{1/2}\), and \(\Gamma(5/2)=\tfrac32\Gamma(3/2)\). Thus \(dF_{3/2}/d\eta=F_{1/2}\), and

\[
\frac1N\int_0^{V'}n\,dv
=\frac{k_{\rm B}T}{e}\,
\frac{F_{3/2}(\eta)-F_{3/2}(\eta-eV'/k_{\rm B}T)}
{F_{1/2}(\eta)} .
\]

At the interface \(eV'/k_{\rm B}T\) is about 50, so the second term in the numerator is negligible. The result is

\[
V'\simeq V+\frac{k_{\rm B}T}{e}
\frac{F_{3/2}(\eta)}{F_{1/2}(\eta)}
=1.293\ \mathrm V+0.028\ \mathrm V
=1.32\ \mathrm V .
\]

For a dilute electron gas, both Fermi integrals approach \(e^\eta\), and the correction becomes \(k_{\rm B}T/e\). The value here is about 6% larger than that limit.

The density profile follows from integrating the equations for \(D\) and \(v\) numerically from the bulk until \(D=P\). The electron density reaches \(0.1N\) at a depth of 12.8 nm, \(0.5N\) at 15.8 nm and \(0.9N\) at 20.1 nm. The half-density point lies close to \(w\), but the transition from 10% to 90% extends over 7.3 nm. The sharp-edge picture gives the charge and potential well, while it is a poor map of the electron density near the edge.

Holes remain negligible. At the interface the Fermi level lies above the valence band edge by

\[
3.2\ \mathrm{eV}-0.023\ \mathrm{eV}-1.321\ \mathrm{eV}
=1.86\ \mathrm{eV},
\]

which is about 70 times \(k_{\rm B}T\).

**(d) The short-circuited film**

Zero field in the film is a condition on the circuit as well as on the charge. Treat the metal as ideal, with its screening charge exactly at its surface. If the film has no field, the metal then has the same potential as the interface, which is lower than the semiconductor bulk by \(V\). With no built-in voltage, a bias must therefore hold the metal negative by about 1.3 V relative to the bulk. A short circuit removes this bias.

Let the semiconductor now supply a charge \(Q<P\) per area. The displacement component along \(x\) at the interface is \(-Q\). Within the film it is \(\varepsilon_{\rm f}E_{\rm f}-P\), where \(E_{\rm f}\) is the field component along \(x\) and \(\varepsilon_{\rm f}=100\,\varepsilon_0\). Continuity gives

\[
\varepsilon_{\rm f}E_{\rm f}-P=-Q,
\qquad
E_{\rm f}=\frac{P-Q}{\varepsilon_{\rm f}} .
\]

This field is positive, opposite to the polarization: it is a depolarizing field. The potential falls by \(E_{\rm f}d\) from the metal to the interface, then rises by \(V(Q)\) into the bulk. In a short circuit these changes cancel:

\[
\frac{(P-Q)d}{\varepsilon_{\rm f}}
=\frac1{eN}\left(\frac{Q^2}{2\varepsilon}
+\frac{bQ^4}{4}\right).
\]

The left side decreases with \(Q\) and vanishes at \(Q=P\); the right side increases from zero. There is one solution between zero and \(P\). Finding it numerically gives \(Q=0.2497\ \mathrm{C/m^2}\), and hence

\[
w_{\rm sc}=\frac{Q}{eN}
=\frac{0.2497}{1.602\times10^7}\ \mathrm m
=15.6\ \mathrm{nm}.
\]

The depletion layer is 0.6 nm narrower than in (a). In the sharp-edge model used here, the potential drop is 1.16 V, and the film field is \(1.16\ \mathrm V/100\ \mathrm{nm}=0.116\ \mathrm{MV/cm}\).

For a very thick film, \(Q\) approaches \(P\), and the film field tends to zero as \(V(P)/d\). For a thinner film the field grows. The model then becomes doubtful, because it assumes that the film stays in one polarized state and responds linearly about it.

**The numbers beside a real interface**

The parameters resemble a barium titanate film on heavily niobium-doped strontium titanate at room temperature. They are rough typical values, and strained films can have a different polarization; \(w\) changes in proportion to it. The assumption of a charge-free interface fails if charged defects or trapped carriers are present there. If \(n_{\rm t}\) electrons per area are trapped at the interface, full compensation requires \(eNw=P+en_{\rm t}\), so the width grows by \(n_{\rm t}/N\). A trial value of \(10^{17}\ \mathrm{m^{-2}}\) adds 1.0 nm; an equal positive charge removes 1.0 nm. A real metal also screens over a finite distance. With an effective screening length \(\lambda\), it adds a potential drop \(P\lambda/\varepsilon_0\) when the film field is zero, which is 0.29 V for a trial value \(\lambda=0.01\ \mathrm{nm}\). The width in (a) does not change, but the bias needed to reach it grows by this amount. In the short circuit of (d), the same \(\lambda\) raises the film field from 0.116 to 0.141 MV/cm and narrows the depletion layer by a further 0.1 nm. The donors are also discrete: the length \(N^{-1/3}=2.2\ \mathrm{nm}\), which sets the scale of their spacing, is not tiny beside \(w\), so the uniform layer is an average over the interface. A real contact also has a built-in voltage, set to zero in (d), which can be comparable with the whole bending. A built-in voltage of 1.0 V that favours depletion, as for a metal of high work function, lowers the film field from 0.116 to 0.026 MV/cm, while 0.5 V of the opposite sign raises it to 0.161 MV/cm. Finally, thin-film coercive fields can be roughly 0.1 MV/cm, close to the residual field found in (d) without built-in voltage. Whether the film keeps its polarization without bias is therefore a separate question, which this electrostatic model does not settle.

Numerical values quoted here were computed with a short program.
